# Successive ferroelectric phases from competing quartic and sixth-order anisotropies: test program

```python
"""
Result under test: in a cubic ferroelectric whose quadratic coefficient alone
depends on temperature, opposed quartic and sixth-order anisotropies give the
polar phases T <100>, O <110>, R <111> one after another on cooling.

Energy density (J/cm3), polarization P in uC/cm2, u = P^2:
  f = a P^2 + a11 sum Pi^4 + a12 sum Pi^2 Pj^2 + a111 sum Pi^6
      + a112 sum Pi^4 (Pj^2 + Pk^2) + a123 Px^2 Py^2 Pz^2,  a = alpha (T - T0)
Reduced form, with xi = Pi^2/P^2, s = sum xi xj, t = x1 x2 x3:
  f = a u + (b0 + b1 s) u^2 + (c0 + c1 s + c2 t) u^3
Units: 1 MV/cm * 1 uC/cm2 = 1 J/cm3 and 1 MPa = 1 J/cm3.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, fsolve
from scipy.constants import k as k_boltzmann, zero_Celsius

alpha, T0 = 3.3e-5, 400.0
devonshire = (1e-6, 6e-6, 4e-9, 4e-9, 6e-9)   # a11, a12, a111, a112, a123
Q11, Q12 = 1.0e-5, -0.3e-5                    # rough electrostriction, (uC/cm2)^-2
theta_quantum = 50.0                          # rough saturation scale, K


def reduce_coefficients(d):
    a11, a12, a111, a112, a123 = d
    return (a11, a12 - 2*a11, a111, a112 - 3*a111, a123 - 3*a112 + 3*a111)


def expand_coefficients(r):
    b0, b1, c0, c1, c2 = r
    return (b0, b1 + 2*b0, c0, c1 + 3*c0, c2 + 3*c1 + 6*c0)


reduced = reduce_coefficients(devonshire)
b0, b1, c0, c1, c2 = reduced


def cartesian_orders(x, d):
    """Quartic and sixth-order energies for squared components x."""
    a11, a12, a111, a112, a123 = d
    X, Y, Z = x[..., 0], x[..., 1], x[..., 2]
    quartic = a11*(X**2 + Y**2 + Z**2) + a12*(X*Y + Y*Z + Z*X)
    sixth = (a111*(X**3 + Y**3 + Z**3) + a123*X*Y*Z
             + a112*(X**2*(Y + Z) + Y**2*(Z + X) + Z**2*(X + Y)))
    return quartic, sixth


# Directions covering one symmetry wedge x1 >= x2 >= x3, corners included
corners = np.array([[1, 0, 0], [.5, .5, 0], [1/3, 1/3, 1/3]])
m = 60
weights_grid = np.array([[m - i - j, i, j] for i in range(m + 1)
                         for j in range(m + 1 - i)]) / m
wedge = weights_grid @ corners
corner_name = {int(np.argmax(weights_grid[:, q])): "TOR"[q] for q in range(3)}


def brute_minimum(a, orders):
    """Global minimum over all grid directions; radial minimum for each."""
    q4, q6 = orders
    disc = q4**2 - 3*a*q6
    u = np.where(disc > 0, (-q4 + np.sqrt(np.maximum(disc, 0)))/(3*q6), 0)
    u = np.maximum(u, 0)
    f = a*u + q4*u**2 + q6*u**3
    i = int(np.argmin(f))
    if f[i] >= -1e-13:
        return "C", 0.0, 0.0
    return corner_name.get(i, "M"), u[i], f[i]


def sequence(r):
    orders = cartesian_orders(wedge, expand_coefficients(r))
    out = ""
    for a in -np.geomspace(1e-5, 1.0, 1500):
        name = brute_minimum(a, orders)[0]
        if not out.endswith(name):
            out += name
    return out


# Derived branches: values of s and t on the three axes
axis_st = {"T": (0, 0), "O": (1/4, 0), "R": (1/3, 1/27)}


def branch_BC(name, r=reduced):
    s, t = axis_st[name]
    return r[0] + r[1]*s, r[2] + r[3]*s + r[4]*t


def branch(a, name, r=reduced):
    B, C = branch_BC(name, r)
    u = (-B + np.sqrt(B*B - 3*a*C))/(3*C)
    return u, a*u + B*u**2 + C*u**3


def equal_energy(first, second, r=reduced):
    return brentq(lambda a: branch(a, first, r)[1] - branch(a, second, r)[1],
                  -alpha*T0, -1e-4, xtol=1e-15)


# Reduction, interpolation weights and their signs, on random vectors
rng = np.random.default_rng(3)
vectors = rng.normal(size=(100000, 3))*20
u_rand = (vectors**2).sum(axis=1)
x_rand = vectors**2/u_rand[:, None]
s_rand = (1 - (x_rand**2).sum(axis=1))/2
t_rand = x_rand.prod(axis=1)
q4, q6 = cartesian_orders(vectors**2, devonshire)
direct = q4 + q6
formula = (b0 + b1*s_rand)*u_rand**2 + (c0 + c1*s_rand + c2*t_rand)*u_rand**3
assert np.allclose(direct, formula, rtol=1e-9, atol=1e-12)
w = {"T": 1 - 4*s_rand + 9*t_rand, "O": 4*(s_rand - 9*t_rand), "R": 27*t_rand}
assert min(v.min() for v in w.values()) > -1e-12
mixed = 0
for q, name in enumerate("TOR"):
    k4, k6 = cartesian_orders(corners[q], devonshire)
    mixed = mixed + w[name]*(k4*u_rand**2 + k6*u_rand**3)
assert np.allclose(direct, mixed, rtol=1e-9, atol=1e-12)

# Best direction at fixed amplitude changes at u1 and u2
u1 = b1/abs(c1)
u2 = b1/(abs(c1) - 4*c2/9)
main_orders = cartesian_orders(wedge, devonshire)
assert main_orders[1].min() > 0
for u, expected in ((.99*u1, "T"), (1.01*u1, "O"), (.99*u2, "O"), (1.01*u2, "R")):
    best = int(np.argmin(main_orders[0] + u*main_orders[1]))
    assert corner_name.get(best) == expected

# Transition temperatures: blind search against equal branch energies
a_TO, a_OR = equal_energy("T", "O"), equal_energy("O", "R")
T_TO, T_OR = T0 + a_TO/alpha, T0 + a_OR/alpha


def brute_transition(low, high, warm_name):
    for _ in range(45):
        mid = (low + high)/2
        if brute_minimum(alpha*(mid - T0), main_orders)[0] == warm_name:
            high = mid
        else:
            low = mid
    return (low + high)/2


assert abs(brute_transition(250, 350, "T") - T_TO) < 1e-5
assert abs(brute_transition(100, 250, "O") - T_OR) < 1e-5
uT, uO = branch(a_TO, "T")[0], branch(a_TO, "O")[0]
vO, vR = branch(a_OR, "O")[0], branch(a_OR, "R")[0]
assert uT < u1 < uO < vO < u2 < vR
u_cooling = [brute_minimum(alpha*(T - T0), main_orders)[1]
             for T in np.linspace(399, 0, 800)]
assert np.all(np.diff(u_cooling) > 0)
f_250 = brute_minimum(alpha*(250 - T0), main_orders)[2]
assert np.min(alpha*(250 - T0)*u_rand + direct) >= f_250 - 1e-12


def slope_curvature(name, u):
    B, C = branch_BC(name)
    return 2*B*u + 3*C*u*u, 2*B + 6*C*u


def estimate(first, second, u):
    g1, k1 = slope_curvature(first, u)
    g2, k2 = slope_curvature(second, u)
    a = -(g1*np.sqrt(k2) + g2*np.sqrt(k1))/(np.sqrt(k1) + np.sqrt(k2))
    return T0 + a/alpha


T_TO_est, T_OR_est = estimate("T", "O", u1), estimate("O", "R", u2)
assert abs(T_TO_est - T_TO) < 0.2 and abs(T_OR_est - T_OR) < 0.2

# Controls: remove one anisotropy, then vary the three-axis term c2
seq_main = sequence(reduced)
seq_no_sixth = sequence((b0, b1, c0, 0, 0))
seq_no_quartic = sequence((b0, 0, c0, c1, c2))
assert seq_main == "TOR" and seq_no_sixth == "T" and seq_no_quartic == "R"
c2_skip = 1e-9*brentq(lambda y: (a_TO - equal_energy(
    "O", "R", (b0, b1, c0, c1, y*1e-9)))*1e3, 0, 3)
c2_top = 9*abs(c1)/4
seq_negative = sequence((b0, b1, c0, c1, -4e-9))
seq_small = sequence((b0, b1, c0, c1, 0.5*c2_skip))
seq_above = sequence((b0, b1, c0, c1, 2*c2_skip))
seq_large = sequence((b0, b1, c0, c1, 1.1*c2_top))
assert (seq_negative, seq_small, seq_above, seq_large) == ("TR", "TR", "TOR", "TO")

# Negative isotropic quartic term: discontinuous onset, same later sequence
flipped = (-b0, b1, c0, c1, c2)
flipped_orders = cartesian_orders(wedge, expand_coefficients(flipped))
a_onset = b0**2/(4*c0)
assert brute_minimum(1.001*a_onset, flipped_orders)[0] == "C"
assert brute_minimum(0.999*a_onset, flipped_orders)[0] == "T"
assert sequence(flipped) == "TOR"

# Full Cartesian gradient and Hessian, with field E and stress sig along x
px, py, pz, a_s, E_s, sig_s = sp.symbols("px py pz a E sig", real=True)
X, Y, Z = px**2, py**2, pz**2
d11, d12, d111, d112, d123 = devonshire
energy_s = (a_s*(X + Y + Z) + d11*(X**2 + Y**2 + Z**2) + d12*(X*Y + Y*Z + Z*X)
            + d111*(X**3 + Y**3 + Z**3) + d123*X*Y*Z
            + d112*(X**2*(Y + Z) + Y**2*(Z + X) + Z**2*(X + Y))
            - E_s*px - sig_s*(Q11*X + Q12*(Y + Z)))
args = (px, py, pz, a_s, E_s, sig_s)
p_s = (px, py, pz)
energy = sp.lambdify(args, energy_s, "numpy")
gradient = sp.lambdify(args, [sp.diff(energy_s, v) for v in p_s], "numpy")
hessian = sp.lambdify(args, sp.hessian(energy_s, p_s), "numpy")


def axis_vector(name, u):
    return np.sqrt(u*corners["TOR".index(name)])


def softest(T, name):
    a = alpha*(T - T0)
    p = axis_vector(name, branch(a, name)[0])
    return np.linalg.eigvalsh(np.array(hessian(*p, a, 0, 0), float))[0]


def limit_temperature(name, u):
    return T0 - slope_curvature(name, u)[0]/alpha


u_O_end = b1/(abs(c1) - c2/2)
u_R_end = b1/(abs(c1) - c2/3)
limits = {}
for key, name, u, low, high in (("T cooling", "T", u1, 260, 300),
                                ("O heating", "O", u1, 287, 310),
                                ("O cooling", "O", u_O_end, 170, 211),
                                ("R heating", "R", u_R_end, 211, 270)):
    limits[key] = limit_temperature(name, u)
    assert abs(brentq(softest, low, high, args=(name,)) - limits[key]) < 1e-4

# Barrier for uniform rotation at the T-O transition: find the saddle directly
f_min = branch(a_TO, "T")[1]
barrier = a_TO*u1 + b0*u1**2 + c0*u1**3 - f_min
angle = np.pi/8
start = np.sqrt(u1)*np.array([np.cos(angle), np.sin(angle), 0])


def stationary(p, a, E=0.0, sig=0.0):
    root, _, flag, message = fsolve(
        lambda q: np.array(gradient(*q, a, E, sig), float), p,
        fprime=lambda q: np.array(hessian(*q, a, E, sig), float),
        xtol=1e-12, full_output=True)
    residual = np.max(np.abs(np.array(gradient(*root, a, E, sig), float)))
    assert residual < 1e-10, message
    return root


saddle = stationary(start, a_TO)
eig = np.linalg.eigvalsh(np.array(hessian(*saddle, a_TO, 0, 0), float))
assert np.sum(eig < 0) == 1
assert abs(energy(*saddle, a_TO, 0, 0) - f_min - barrier) < 1e-6*barrier
s_saddle = saddle[0]**2*saddle[1]**2/(saddle @ saddle)**2
s_formula = (a_TO + slope_curvature("T", u1)[0])/(b1*u1)
assert abs(s_saddle - s_formula) < 1e-6
cube_edge = (k_boltzmann*T_TO/(barrier*1e6))**(1/3)*1e9

# Entropy jump from slopes of the blindly found minimum energy
h = 0.01
fb = [brute_minimum(alpha*(T_TO + q*h - T0), main_orders)[2] for q in (-2, -1, 1, 2)]
jump_numeric = (fb[1] - fb[0])/h - (fb[3] - fb[2])/h
entropy_jump = alpha*(uO - uT)
assert abs(jump_numeric/entropy_jump - 1) < 0.02
latent_TO = T_TO*entropy_jump
latent_OR = T_OR*alpha*(vR - vO)

# Shift of the T-O transition by a field or tensile stress along [100]
shift_field = -(np.sqrt(uT) - np.sqrt(uO/2))/entropy_jump
strain_T, strain_O = Q11*uT, (Q11 + Q12)*uO/2
shift_stress = -(strain_T - strain_O)/entropy_jump


def loaded_shift(E, sig):
    def difference(T):
        a = alpha*(T - T0)
        pT = stationary(axis_vector("T", uT), a, E, sig)
        pO = stationary(axis_vector("O", uO), a, E, sig)
        return energy(*pT, a, E, sig) - energy(*pO, a, E, sig)
    return brentq(difference, T_TO - 1, T_TO + 1, xtol=1e-10) - T_TO


assert abs(loaded_shift(1e-5, 0)/1e-5/shift_field - 1) < 0.02
assert abs(loaded_shift(0, 1e-2)/1e-2/shift_stress - 1) < 0.02

# Sizes of a drifting quartic anisotropy and of quantum saturation of a(T)
drift = (equal_energy("T", "O", (b0, 1.01*b1, c0, c1, c2)) - a_TO)/alpha


def saturated_a(T):
    return alpha*theta_quantum*(1/np.tanh(theta_quantum/T)
                                - 1/np.tanh(theta_quantum/T0))


quantum_TO = brentq(lambda T: saturated_a(T) - a_TO, 100, 390) - T_TO
quantum_OR = brentq(lambda T: saturated_a(T) - a_OR, 100, 390) - T_OR

print(f"alpha = {alpha:.2e} J/cm3/(uC/cm2)^2/K, T0 = {T0:.0f} K")
print("a11, a12 = %.1e, %.1e J/cm3/(uC/cm2)^4" % devonshire[:2])
print("a111, a112, a123 = %.1e, %.1e, %.1e J/cm3/(uC/cm2)^6" % devonshire[2:])
print(f"b0, b1 = {b0:.1e}, {b1:.1e} J/cm3/(uC/cm2)^4")
print(f"c0, c1, c2 = {c0:.1e}, {c1:.1e}, {c2:.1e} J/cm3/(uC/cm2)^6")
for name in "TOR":
    B, C = branch_BC(name)
    print(f"{name} axis: B = {B:.4e} J/cm3/(uC/cm2)^4, C = {C:.4e} J/cm3/(uC/cm2)^6")
print(f"T/O crossing amplitude P1 = {np.sqrt(u1):.3f} uC/cm2, P1^2 = {u1:.1f} (uC/cm2)^2")
print(f"O/R crossing amplitude P2 = {np.sqrt(u2):.3f} uC/cm2, P2^2 = {u2:.1f} (uC/cm2)^2")
print(f"T-O transition = {T_TO:.2f} K ({T_TO - zero_Celsius:.1f} C), estimate {T_TO_est:.2f} K")
print(f"O-R transition = {T_OR:.2f} K ({T_OR - zero_Celsius:.1f} C), estimate {T_OR_est:.2f} K")
print(f"a at T-O, O-R = {a_TO:.4e}, {a_OR:.4e} J/cm3/(uC/cm2)^2")
print(f"P at T-O: T side {np.sqrt(uT):.3f}, O side {np.sqrt(uO):.3f} uC/cm2")
print(f"P at O-R: O side {np.sqrt(vO):.3f}, R side {np.sqrt(vR):.3f} uC/cm2")
for T in (350, 250, 100):
    a = alpha*(T - T0)
    name, u, _ = brute_minimum(a, main_orders)
    fs = [branch(a, q)[1] for q in "TOR"]
    print(f"{T} K: phase {name}, P = {np.sqrt(u):.2f} uC/cm2, "
          f"f(T,O,R) = {fs[0]:.5f}, {fs[1]:.5f}, {fs[2]:.5f} J/cm3")
for key, value in limits.items():
    print(f"Local stability limit, {key}: {value:.2f} K")
print(f"O stability upper amplitude = {np.sqrt(u_O_end):.3f} uC/cm2")
print(f"R stability lower amplitude = {np.sqrt(u_R_end):.3f} uC/cm2")
print(f"Phases on cooling, both anisotropies: {seq_main}")
print(f"Phases without sixth-order anisotropy: {seq_no_sixth}")
print(f"Phases without quartic anisotropy: {seq_no_quartic}")
print(f"c2 below which O is skipped = {c2_skip:.3e} J/cm3/(uC/cm2)^6")
print(f"c2 above which R never appears = {c2_top:.3e} J/cm3/(uC/cm2)^6")
print(f"Phases for c2 = -4e-9, half skip value, twice skip value, 1.1 top value: "
      f"{seq_negative}, {seq_small}, {seq_above}, {seq_large}")
print(f"With b0 reversed: onset at T0 + {a_onset/alpha:.3f} K, "
      f"P jumps to {np.sqrt(b0/(2*c0)):.2f} uC/cm2")
print(f"Entropy jump at T-O = {entropy_jump:.3e} J/cm3/K")
print(f"Latent heat: T-O {latent_TO:.3f}, O-R {latent_OR:.3f} J/cm3")
print(f"Uniform-rotation barrier at T-O = {barrier:.3e} J/cm3, saddle s = {s_saddle:.4f}")
print(f"Cube edge with barrier equal to kT = {cube_edge:.1f} nm")
print(f"T-O shift by field along [100] = {shift_field*1e-3:.2f} K per 0.001 MV/cm")
print(f"Rough electrostriction Q11, Q12 = {Q11:.1e}, {Q12:.1e} (uC/cm2)^-2")
print(f"T-O shift by tension along [100] = {shift_stress:.2f} K per MPa")
print(f"T-O shift for b1 larger by 1 percent = {drift:.2f} K")
print(f"Quantum saturation, rough scale {theta_quantum:.0f} K: "
      f"T-O shift {quantum_TO:.2f} K, O-R shift {quantum_OR:.2f} K")
print("all good")
```

It prints:

```
alpha = 3.30e-05 J/cm3/(uC/cm2)^2/K, T0 = 400 K
a11, a12 = 1.0e-06, 6.0e-06 J/cm3/(uC/cm2)^4
a111, a112, a123 = 4.0e-09, 4.0e-09, 6.0e-09 J/cm3/(uC/cm2)^6
b0, b1 = 1.0e-06, 4.0e-06 J/cm3/(uC/cm2)^4
c0, c1, c2 = 4.0e-09, -8.0e-09, 6.0e-09 J/cm3/(uC/cm2)^6
T axis: B = 1.0000e-06 J/cm3/(uC/cm2)^4, C = 4.0000e-09 J/cm3/(uC/cm2)^6
O axis: B = 2.0000e-06 J/cm3/(uC/cm2)^4, C = 2.0000e-09 J/cm3/(uC/cm2)^6
R axis: B = 2.3333e-06 J/cm3/(uC/cm2)^4, C = 1.5556e-09 J/cm3/(uC/cm2)^6
T/O crossing amplitude P1 = 22.361 uC/cm2, P1^2 = 500.0 (uC/cm2)^2
O/R crossing amplitude P2 = 27.386 uC/cm2, P2^2 = 750.0 (uC/cm2)^2
T-O transition = 286.96 K (13.8 C), estimate 287.00 K
O-R transition = 210.70 K (-62.4 C), estimate 210.71 K
a at T-O, O-R = -3.7303e-03, -6.2468e-03 J/cm3/(uC/cm2)^2
P at T-O: T side 21.918, O side 22.863 uC/cm2
P at O-R: O side 27.205, R side 27.575 uC/cm2
350 K: phase T, P = 17.23 uC/cm2, f(T,O,R) = -0.29705, -0.26154, -0.24495 J/cm3
250 K: phase O, P = 25.18 uC/cm2, f(T,O,R) = -1.75608, -1.82471, -1.80461 J/cm3
100 K: phase R, P = 32.25 uC/cm2, f(T,O,R) = -5.24097, -5.90031, -6.02248 J/cm3
Local stability limit, T cooling: 278.79 K
Local stability limit, O heating: 293.94 K
Local stability limit, O cooling: 186.67 K
Local stability limit, R heating: 242.87 K
O stability upper amplitude = 28.284 uC/cm2
R stability lower amplitude = 25.820 uC/cm2
Phases on cooling, both anisotropies: TOR
Phases without sixth-order anisotropy: T
Phases without quartic anisotropy: R
c2 below which O is skipped = 1.069e-09 J/cm3/(uC/cm2)^6
c2 above which R never appears = 1.800e-08 J/cm3/(uC/cm2)^6
Phases for c2 = -4e-9, half skip value, twice skip value, 1.1 top value: TR, TR, TOR, TO
With b0 reversed: onset at T0 + 1.894 K, P jumps to 11.18 uC/cm2
Entropy jump at T-O = 1.396e-03 J/cm3/K
Latent heat: T-O 0.401, O-R 0.141 J/cm3
Uniform-rotation barrier at T-O = 2.628e-03 J/cm3, saddle s = 0.1349
Cube edge with barrier equal to kT = 11.5 nm
T-O shift by field along [100] = -4.12 K per 0.001 MV/cm
Rough electrostriction Q11, Q12 = 1.0e-05, -3.0e-06 (uC/cm2)^-2
T-O shift by tension along [100] = -2.13 K per MPa
T-O shift for b1 larger by 1 percent = -1.97 K
Quantum saturation, rough scale 50 K: T-O shift -0.83 K, O-R shift -1.89 K
all good
```
